# Two XPS Fluorine-to-Carbon Ratios and Why a Fluorine-Poor Surface Separates Them

## What dimensions and symmetry fix

X-ray photoelectron spectroscopy (XPS) gives the fluorine-to-carbon ratio of a fluorocarbon film in two ways. One, $R_I$, comes from the total F 1s and C 1s intensities. The other, $R_C$, comes from the C 1s line alone, whose components distinguish carbon atoms bearing zero, one, two or three fluorine atoms.

Consider a film of bulk ratio $r_b$ covered by a layer of thickness $d$ and ratio $r_s$, with the same carbon density throughout. Let the electrons of the two lines have attenuation lengths $L_F$ and $L_C$. Both measured ratios are dimensionless and linear in the fluorine content. In $R_I$ the fluorine is weighted over depth by F 1s electrons, in $R_C$ by C 1s electrons. Uniform carbon adds no further depth dependence. Each ratio must therefore have the form

$$R(L)=r_b-(r_b-r_s)\,P(d/L),\qquad P(0)=0,\quad P(\infty)=1,$$

with one function $P$ for both: $R_I=R(L_F)$ and $R_C=R(L_C)$. Exchanging the two lengths exchanges the two ratios. They coincide if $r_s=r_b$ or $L_F=L_C$, and in the limits of a vanishing or very thick layer, but nothing in this argument makes them coincide otherwise. The function $P$ and the conditions for a definite sign remain to be found.

## What each ratio measures

Let $z$ be the depth below a flat surface, and $n_F(z)$ and $n_C(z)$ the atomic densities, with $r=n_F/n_C$. Assume straight-line escape, a laterally uniform film much thicker than the attenuation lengths, and for now lengths that do not vary with depth. For emission along the surface normal,

$$I_F=K_F\int_0^\infty n_F\,e^{-z/L_F}\,dz,\qquad I_C=K_C\int_0^\infty n_C\,e^{-z/L_C}\,dz .$$

The constants $K_F$ and $K_C$ contain the photon flux, cross-sections and analyser transmission. In a homogeneous standard of ratio $r_0$, each integral is a density times a length, so

$$\frac{I_F}{I_C}=\frac{K_FL_F}{K_CL_C}\,r_0\equiv S\,r_0 .$$

This defines the relative sensitivity factor $S$, and the intensity ratio is converted by $R_I=I_F/(S\,I_C)$. Inserting the integrals cancels $K_F/K_C$ and leaves

$$R_I=\frac{\dfrac1{L_F}\displaystyle\int_0^\infty n_F e^{-z/L_F}dz}{\dfrac1{L_C}\displaystyle\int_0^\infty n_C e^{-z/L_C}dz}.$$

For the second ratio, let $n_k$ be the density of carbon atoms bearing $k$ fluorine atoms. The area of component $k$ is $a_k=K_C\int n_k e^{-z/L_C}dz$. The small differences in kinetic energy between components are neglected here. If every fluorine atom is bound to one carbon atom, $\sum_k k\,n_k=n_F$, and hence

$$R_C=\frac{a_1+2a_2+3a_3}{a_0+a_1+a_2+a_3}
=\frac{\displaystyle\int_0^\infty n_F e^{-z/L_C}dz}{\displaystyle\int_0^\infty n_C e^{-z/L_C}dz}.$$

Fluorine is counted here through the carbon that carries it, so it acquires the depth weight of C 1s electrons. The sensitivity factor corrects $R_I$ for the different lengths in a homogeneous film. It cannot correct for a composition that changes within those lengths.

## A counter-example to equality

Take $r=r_s$ for $z<d$, $r=r_b$ below, and uniform $n_C$. The carbon integral divided by $L_C$ is simply $n_C$. Both ratios then have the form

$$R(L)=\frac1L\int_0^d r_s e^{-z/L}dz+\frac1L\int_d^\infty r_b e^{-z/L}dz .$$

The integrals give $r_s(1-e^{-d/L})$ and $r_b e^{-d/L}$. Writing $e^{-d/L}=1-(1-e^{-d/L})$ in the second term yields

$$R(L)=r_b-(r_b-r_s)\left(1-e^{-d/L}\right),$$

so $P(x)=1-e^{-x}$.

For a photon energy of 1487 eV and rough binding energies of 689 eV for F 1s and 291 eV for C 1s, the kinetic energies are 798 and 1196 eV. With an attenuation length of 3.0 nm at 1 keV, growing as the kinetic energy to the power 0.75, $L_F=2.533$ nm and $L_C=3.431$ nm. Let $r_b=1.5$, $r_s=0.5$ and $d=1.5$ nm. Then

$$R_I=1.5-1.0\,(1-0.553)=1.053,$$
$$R_C=1.5-1.0\,(1-0.646)=1.146 .$$

The fluorine-poor surface lowers $R_I$ by 0.447 and $R_C$ by 0.354 from the bulk value. Their gap, $R_C-R_I=0.093$, is 8% of $R_C$.

The C 1s components show the same average in detail. Let the bulk fractions of C, CF, CF$_2$ and CF$_3$ be 0.15, 0.30, 0.45 and 0.10, and those of the layer 0.60, 0.30, 0.10 and 0. The C 1s signal takes a share $1-0.646=0.354$ from the layer. The CF$_2$ share, for example, is $0.354\times0.10+0.646\times0.45=0.326$. The four shares are 0.309, 0.300, 0.326 and 0.065, and

$$R_C=0.300+2(0.326)+3(0.065)\approx1.15 .$$

A fit to a spectrum summed over depth slices, with known peak positions and widths, returns these shares and $R_C=1.146$.

To isolate the cause, hold the film fixed and change only the lengths, recalibrating $S$ each time. If both equal $L_C$, both ratios are 1.146. If the lengths are exchanged, $R_I=1.146$ and $R_C=1.053$. The shallower origin of the F 1s electrons thus accounts for the whole gap in this model.

## Thin layers, thick layers and angle

For $d\ll L_F,L_C$, the expansion $1-e^{-d/L}\approx d/L$ gives

$$\frac{r_b-R_I}{r_b-R_C}\longrightarrow\frac{L_C}{L_F}=1.355 .$$

At $d=1.5$ nm the ratio of the lowerings is smaller, $0.447/0.354=1.26$, because the layer already supplies an appreciable part of both signals.

The gap itself is

$$G(d)=R_C-R_I=(r_b-r_s)\left(e^{-d/L_C}-e^{-d/L_F}\right).$$

It vanishes for a very thin layer, which neither line notices, and for a very thick one, where both see only the layer. Setting the derivative to zero gives

$$\frac{e^{-d/L_F}}{L_F}=\frac{e^{-d/L_C}}{L_C}
\quad\Longrightarrow\quad
e^{d(1/L_F-1/L_C)}=\frac{L_C}{L_F},$$

and taking the logarithm,

$$d^*=\frac{\ln(L_C/L_F)}{1/L_F-1/L_C}=2.94\ \text{nm}.$$

The derivative is positive below $d^*$ and negative above it, so this is the maximum. There $G=0.111$; for a 20 nm layer it is 0.0026.

At emission angle $\theta$ from the normal, the escape path is $z/\cos\theta$, so each $L$ becomes $L\cos\theta$. The common cosine cancels from $S$. At 60° the 1.5 nm layer acts like a 3.0 nm layer at normal emission, close to $d^*$. The ratios become $R_I=0.806$ and $R_C=0.917$, again with a gap of 0.111.

For this thin layer, a harder source has the opposite effect. At 3000 eV, with the film and the length law unchanged, $R_I=1.266$, $R_C=1.289$ and the gap is 0.023. Both lengths are greater, and the fixed difference in binding energy is a smaller fraction of the kinetic energies, so the lengths are also closer in ratio. For a layer much thicker than $d^*$ a harder source can instead widen the gap, because it lets more signal from the bulk through: at 12 nm the gap rises from 0.022 to 0.032.

## A counter-example to the simple sign rule

It might now seem that a fluorine-poor surface must always give $R_I<R_C$. It need not if the carbon density varies. Keep $r_s$, $r_b$, $d$ and both lengths as before, but make the carbon density of the layer four times that of the bulk. In units of the bulk carbon density, the fluorine densities are $4\times0.5=2.0$ in the layer and 1.5 below. The layer is poor in fluorine relative to carbon, yet contains more fluorine per volume.

The normalized carbon integral is $4(0.354)+0.646=2.062$. The fluorine integrals are $2.0(0.447)+1.5(0.553)=1.723$ with F 1s weighting and $2.0(0.354)+1.5(0.646)=1.677$ with C 1s weighting. Thus

$$R_I=\frac{1.723}{2.062}=0.836,\qquad R_C=\frac{1.677}{2.062}=0.813 .$$

The sign has reversed. Holding the lengths fixed while quadrupling the density is artificial, but it shows that a low surface F/C is not a sufficient condition. The general statement must include attenuation.

## The general statement

Let the local attenuation lengths be $g(z)L_F$ and $g(z)L_C$. The dimensionless factor $g$ describes how the material changes with depth and is assumed common to both lines. Define

$$t(z)=\int_0^z\frac{dz'}{g(z')},\qquad f=n_Fg,\qquad c=n_Cg,$$

and, for any bounded profile $q(t)$,

$$A_L[q]=\frac1L\int_0^\infty q(t)e^{-t/L}\,dt .$$

**Statement.** Under the assumptions above,

$$\frac{R_I}{R_C}=\frac{A_{L_F}[f]}{A_{L_C}[f]} .$$

If $L_F<L_C$ and $f$ never decreases with depth but is not constant, then $R_I<R_C$. If also $r\le r_b$ everywhere, with $r<r_b$ over some finite depth, then $R_I<R_C<r_b$.

**Proof.** The attenuation factor of line $X$ is $e^{-t/L_X}$, and $dz=g\,dt$. Therefore

$$I_X=K_X\int_0^\infty n_Xg\,e^{-t/L_X}dt ,$$

which gives $I_F=K_FL_FA_{L_F}[f]$ and $I_C=K_CL_CA_{L_C}[c]$. In a homogeneous standard $g$ is constant and cancels from the intensity ratio, so $S=K_FL_F/(K_CL_C)$ as before. Hence

$$R_I=\frac{A_{L_F}[f]}{A_{L_C}[c]},\qquad
R_C=\frac{A_{L_C}[f]}{A_{L_C}[c]} .$$

Division removes the carbon integral and proves the first claim.

For the sign, integrate by parts, using $e^{-t/L}/L=-d(e^{-t/L})/dt$:

$$A_L[f]=\left[-f e^{-t/L}\right]_0^\infty+\int_0^\infty f'(t)e^{-t/L}dt
=f(0)+\int_0^\infty f'(t)e^{-t/L}dt .$$

The upper boundary term vanishes because $f$ is bounded. Differentiation with respect to $L$ gives

$$\frac{dA_L[f]}{dL}=\int_0^\infty f'(t)\frac{t}{L^2}e^{-t/L}dt .$$

This is positive when $f'\ge0$ and $f$ is not constant. A sudden rise $\Delta f$ at $t_j>0$ contributes $\Delta f\,e^{-t_j/L}$ to $A_L$, which also grows with $L$. Hence $A_{L_F}[f]<A_{L_C}[f]$, so $R_I<R_C$. Finally, $R_C$ is an average of $r$ with the positive weight $n_Ce^{-t/L_C}$, so it lies below $r_b$ under the stated condition. This completes the proof.

If $f$ falls with depth, the inequality between $R_I$ and $R_C$ reverses. Exchanging $r_s$ and $r_b$ in the uniform-carbon example gives a fluorine-rich surface, with $R_I=0.947$ and $R_C=0.854$. If $f$ both rises and falls, either sign is possible. Equality does not prove homogeneity: if $f$ is constant while $n_C$ varies at constant $g$, then $R_I=R_C$ although $r$ changes with depth.

## When a low surface F/C is sufficient

Suppose attenuation is proportional to the atoms encountered, with fluorine counting $a\ge0$ times as much as carbon: $1/g\propto n_C+a n_F$. Then

$$f\propto\frac{n_F}{n_C+a n_F}=\frac{r}{1+ar},\qquad
\frac{d}{dr}\frac{r}{1+ar}=\frac1{(1+ar)^2}>0 .$$

A ratio $r$ that rises with depth now makes $f$ rise, whatever the density profile. This holds only as far as the supposition does, and real mean free paths may depend on density much more weakly. For a CF$_{0.5}$ layer (band gap taken as 2.5 eV) on CF$_{1.5}$ of 2.0 g/cm$^3$ (5 eV), the TPP-2M formula gives a layer-to-bulk length ratio of 0.93 to 0.95 for layer densities from 1.4 to 3.0 g/cm$^3$, against 1.26 to 0.59 from the supposition with $a=1$. In that estimate $R_I<R_C$ throughout, but the gap for $d=1.5$ nm shrinks from 0.083 to 0.008 as the layer gets denser. For the dense layer above, take $a=1$ and $g=1/(n_C+n_F)$, with densities in units of the bulk carbon density. The ratios become $R_I=0.527$ and $R_C=0.545$, and the original order returns. Their values lie close to $r_s$ because this choice also shortens the lengths: the layer has $g=1/6$ and a reduced thickness of 9 nm. The bulk has $g=0.4$, so its lengths are shorter than in the original example too, about 1.0 nm for F 1s and 1.4 nm for C 1s. Hydrogen adds another term to $1/g$, and hydrogen in the bulk slows the rise of $f$. With $a=1$, a hydrogen-free layer and H counting as much as C, $f$ is $0.5/1.5$ in the layer and $1.5/(2.5+\text{H/C})$ below, so the rise stops only at H/C $=2$. That is too much for a film with F/C $=1.5$; hydrogen can decide the sign only when $r_b-r_s$ is much smaller.

A fluorine-free overlayer is a useful second case. With $g=1$, $f=0$ down to $d$ and $f=f_b$ below, so $A_L[f]=f_be^{-d/L}$ and

$$\frac{R_I}{R_C}=e^{-d(1/L_F-1/L_C)} .$$

For $d=1.5$ nm this is 0.856. The carbon density of the overlayer cancels, although it affects each ratio separately.

## Reading the gap in a real film

The parameters represent a plasma-deposited fluorocarbon film whose top nanometre or two has lost fluorine under low-energy ion bombardment. An F/C between about 1 and 2 and attenuation lengths of a few nanometres are rough typical values; the sharp layer is a simplification. The assumption of uniform carbon density is particularly doubtful, since a defluorinated layer may be richer in carbon per volume. If instead the total density of carbon and fluorine atoms is uniform, with $g=1$, the carbon densities are proportional to $1/(1+r)$. The results become $R_I=0.972$ and $R_C=1.022$, and the gap falls from 0.093 to 0.050.

Other changes, made one at a time to the original example, matter less for the gap. A linear rise of $r$ over 3.0 nm, with the same total fluorine deficit, gives a gap of 0.081. Elastic scattering, treated as isotropic with rough transport lengths of 13.6 nm for F 1s and 27.1 nm for C 1s, raises the original gap to 0.109 if $L_F$ and $L_C$ are read as inelastic mean free paths. The last digit depends on the transport lengths: free-atom cross-sections at 2.0 g/cm$^3$ give about 17 and 32 nm and a gap of 0.106. Attenuation lengths that already include elastic scattering should not be corrected for it again. The different kinetic energies of the C 1s components change $R_C$ by only $-0.0011$.

Calibration is a more serious matter. A sensitivity factor 5% too high lowers $R_I$ by 0.050, about half the gap of the original example. In a homogeneous film it would give $R_I/R_C=1/1.05=0.952$, practically the 0.951 of the layered film with uniform atom density. The value of $R_I/R_C$ at normal emission alone cannot separate these explanations.

A second angle can help, because a constant error in $S$ cancels when $R_I/R_C$ at 60° is divided by its value at 0°. A homogeneous film gives 1 for straight-line escape; the isotropic elastic scattering above makes $S$ slightly angle-dependent and lowers this to 0.996. The original layered film gives 0.956, but the film with uniform atom density gives 0.981, so changes of about 2% must be resolved. A result of 1 would not prove homogeneity: for $r_s>0$, the ratio $R_I/R_C$ tends to 1 for both very small and very large $d/\cos\theta$, so two angles on opposite sides of its minimum can give the same value. For 0° and 60° this happens at $d\approx2.95$ nm with uniform carbon, close to the thickness of the largest gap, and at 2.5 nm with uniform atom density.

The comparison also requires correctly assigned C 1s components and no fluorine bound elsewhere. Fluoride not attached to carbon adds to $R_I$ but not to the fluorine count in $R_C$, and can hide the gap. Finally, the order $L_F<L_C$ relies on kinetic energies well above the minimum of the attenuation-length curve. With a soft X-ray source that leaves F 1s electrons near or below that minimum, the order of the lengths must be established first. The program does not compute these last two cases, unattached fluoride and a soft source.

## Computed results

```
INPUTS (rough typical values)
Photon energy: 1487 eV
F 1s binding energy: 689 eV
C 1s mean binding energy: 291 eV
Attenuation length at 1 keV: 3.0 nm
Bulk F/C: 1.5
Surface-layer F/C: 0.5
Surface-layer thickness d: 1.5 nm
Bulk shares C, CF, CF2, CF3: [0.15 0.3  0.45 0.1 ]
Surface shares C, CF, CF2, CF3: [0.6 0.3 0.1 0. ]
LENGTHS
F 1s kinetic energy: 798 eV
C 1s kinetic energy: 1196 eV
L_F: 2.533 nm
L_C: 3.431 nm
L_C/L_F: 1.355
exp(-d/L_F): 0.553
exp(-d/L_C): 0.646
RESULTS (ratios without unit)
Normal emission: R_I=1.053, R_C=1.146, gap=0.093, R_I/R_C=0.919
Lowering of R_I from bulk: 0.447
Lowering of R_C from bulk: 0.354
Fitted C 1s shares C, CF, CF2, CF3: [0.309 0.3   0.326 0.065]
R_C from fitted spectrum: 1.146
Emission at 60 degrees: R_I=0.806, R_C=0.917, gap=0.111, R_I/R_C=0.879
R_I/R_C at 60 degrees over that at 0: 0.956
Thickness of largest gap: 2.94 nm
Largest gap: 0.111
Gap for a 20 nm layer: 0.0026
Thin-layer (0.02 nm) lowering ratio: 1.353
Fluorine-free overlayer of thickness d, R_I/R_C: 0.856
TESTS OF CAUSE AND CONDITIONS
Both lengths equal to L_C: R_I=1.146, R_C=1.146, gap=0.000, R_I/R_C=1.000
Lengths exchanged: R_I=1.146, R_C=1.053, gap=-0.093, R_I/R_C=1.088
Fluorine-rich surface (F/C exchanged): R_I=0.947, R_C=0.854, gap=-0.093, R_I/R_C=1.109
Poor layer, 4x carbon density, constant g: R_I=0.836, R_C=0.813, gap=-0.022, R_I/R_C=1.028
Same layer, g = 1/atom density: R_I=0.527, R_C=0.545, gap=0.018, R_I/R_C=0.967
Photon energy 3000 eV: R_I=1.266, R_C=1.289, gap=0.023, R_I/R_C=0.982
NEGLECTED EFFECTS
Equal atom density, 0 degrees: R_I=0.972, R_C=1.022, gap=0.050, R_I/R_C=0.951
Equal atom density, 60 degrees: R_I=0.747, R_C=0.800, gap=0.053, R_I/R_C=0.933
Equal atom density, 60-to-0 degree double ratio: 0.981
Linear grading over 2d: R_I=1.086, R_C=1.167, gap=0.081, R_I/R_C=0.931
F 1s transport length (rough): 13.6 nm
C 1s transport length (rough): 27.1 nm
With elastic scattering: R_I=1.015, R_C=1.123, gap=0.109, R_I/R_C=0.903
Component energy spread, change of R_C: -0.0011
Sensitivity factor 5% too high, fall of R_I: 0.050
```
